# Symmetric Eckart barrier transmission and thermal tunnelling in hydrogen transfer, part 2

A hydrogen atom is transferred along one straight coordinate \(x\), separable from all other motions, with constant mass \(m\). The potential is the symmetric Eckart barrier \(V(x)=V_0\,\mathrm{sech}^2(x/a)\), where \(V_0\) is the effective barrier height and the energy \(E\) is measured from the common level on both sides. Hartree atomic units are used, so \(\hbar=1\) and a frequency is also an energy. The barrier frequency \(\omega\) is defined by \(V''(0)=-m\omega^2\), which gives the width

\[
a=\frac1\omega\sqrt{\frac{2V_0}{m}} .
\]

In the earlier parts \(y\) denoted the position \(x/a\). With \(\alpha=2\pi V_0/\omega\), \(z=\sqrt{E/V_0}\) and \(\alpha'=\sqrt{\alpha^2-\pi^2/4}\), the transmission probability is

\[
P=\frac{\sinh^2\alpha z}{\sinh^2\alpha z+\cosh^2\alpha'}
\simeq\frac1{1+e^{-2(\alpha z-\alpha')}},
\]

where the second form needs \(\alpha\gg1\) and \(\alpha z\gg1\).

Let \(\beta=1/(k_BT)\). The thermal variables are

\[
b=\beta V_0,\qquad u=\beta\omega,\qquad\text{so that}\qquad \alpha=\frac{2\pi b}{u}.
\]

Part (f) defined the tunnelling factor \(\kappa\) as the ratio of the thermal transmitted flux to its classical value:

\[
\kappa=\beta e^{\beta V_0}\int_0^\infty P(E)\,e^{-\beta E}\,dE .
\]

In terms of \(z\) this is

\[
\kappa=2b\int_0^\infty z\,P\,e^{b(1-z^2)}\,dz ,
\]

so for the Eckart shape \(\kappa\) depends on \(b\) and \(u\) alone.

The model hydrogen transfer used as an example has \(V_0=0.020\) hartree (52.5 kJ/mol) and, for a proton, \(\omega=0.006\) hartree (1317 cm\(^{-1}\)). Then \(\alpha=20.94\), \(\alpha'=20.885\) and \(a=0.778\) bohr.

The aim now is to evaluate \(\kappa\) in different temperature ranges, beginning with part (g).

### (g) Find the first quantum correction at high temperature.

**Solution.** Hold \(b\) fixed and let \(u\) be small, so that \(\alpha\) is large. Integrate the definition by parts. The boundary terms vanish because \(P(0)=0\) and \(e^{-\beta E}\to0\) at high energy:

\[
\kappa=\int_0^\infty\frac{dP}{dE}\,e^{-\beta(E-V_0)}\,dE .
\]

Thus \(\kappa\) is an average of \(e^{-b(z^2-1)}\) over the distribution \(dP\). Let \(y=2(\alpha z-\alpha')\); this letter no longer denotes a position. Up to terms exponentially small in \(\alpha\), \(P=1/(1+e^{-y})\), and \(y\) may run over the whole real line with density

\[
\frac{dP}{dy}=\frac1{4\cosh^2(y/2)} .
\]

The density is even, so odd powers of \(y\) average to zero. The density is also minus the derivative of \(1/(e^y+1)\), and integration by parts gives

\[
\langle y^2\rangle=4\int_0^\infty\frac{y\,dy}{e^y+1}
=4\sum_{n=1}^\infty\frac{(-1)^{n+1}}{n^2}=4\cdot\frac{\pi^2}{12}=\frac{\pi^2}3 .
\]

From \(z=(\alpha'+y/2)/\alpha\) and \(\alpha'^2-\alpha^2=-\pi^2/4\),

\[
z^2-1=-\frac{\pi^2}{4\alpha^2}+\frac{\alpha'y}{\alpha^2}+\frac{y^2}{4\alpha^2}.
\]

Expand the exponential to order \(1/\alpha^2\). The term linear in \(y\) contributes through its square:

\[
\kappa=1+\frac{b\pi^2}{4\alpha^2}-\frac{b}{4\alpha^2}\frac{\pi^2}3+\frac{b^2}{2\alpha^2}\frac{\pi^2}3+\dots
=1+\frac{\pi^2(b+b^2)}{6\alpha^2}+\dots
\]

Since \(\pi^2/\alpha^2=u^2/(4b^2)\),

\[
\kappa=1+\frac{u^2}{24}\left(1+\frac1b\right)+O(u^4).
\]

The leading part \(1+u^2/24\) is Wigner's correction, which contains only the curvature. The term \(1/b\) brings in the height, and it can be dropped only if the barrier is also high compared with \(k_BT\). Its coefficient belongs to the Eckart shape and is not fixed by height and curvature alone. For the Gaussian barrier of part (j), with the same height and curvature, the term is about \(0.75/b\). This is the ratio of the quartic coefficients \(\tfrac12\) and \(\tfrac23\) in the expansions of \(e^{-y^2}\) and \(\mathrm{sech}^2y\).

### (h) Find \(\kappa\) for a very high barrier at fixed \(u\), the leading effect of finite height, and the value where the simple limit breaks down.

**Solution.** Let \(\alpha\to\infty\) at fixed \(u<2\pi\). Then \(b/\alpha=v\), with \(v=u/2\pi<1\), and the exponent \(-b(z^2-1)\) tends to \(-vy\). Substituting \(t=1/(1+e^{-y})\), for which \(e^{-y}=(1-t)/t\),

\[
\kappa\to\int_{-\infty}^\infty\frac{e^{-vy}\,dy}{4\cosh^2(y/2)}
=\int_0^1\left(\frac{1-t}t\right)^{v}dt=\Gamma(1-v)\Gamma(1+v)=\frac{\pi v}{\sin\pi v}.
\]

With \(\theta=u/2=\pi v\), this is the parabolic-barrier result \(M(\theta)=\theta/\sin\theta\).

At the next order the exponent also contains \((b/4\alpha^2)(\pi^2-y^2)\). Two derivatives of the average with respect to \(v\) produce the factor \(y^2\), and \(d^2/dv^2=\pi^2d^2/d\theta^2\). The correction is therefore \((\pi^2b/4\alpha^2)(M-M'')\), where \(\pi^2b/4\alpha^2=u^2/(16b)\). Differentiating \(\theta/\sin\theta\) twice gives

\[
M''=M-\frac{2\cos\theta}{\sin^2\theta}\left(1-\theta\cot\theta\right),
\]

and hence, for large \(b\),

\[
\kappa\simeq\frac{\theta}{\sin\theta}+\frac{u^2}{8b}\,\frac{\cos\theta}{\sin^2\theta}\left(1-\theta\cot\theta\right).
\]

For \(0<\theta<\pi\) the last bracket is positive. To this order the finite height of the Eckart barrier raises \(\kappa\) above the parabolic value for \(u<\pi\) and lowers it for \(u>\pi\). For small \(u\) the correction becomes \(u^2/(24b)\), in agreement with part (g).

The parabolic result diverges at \(u=2\pi\), that is, at the crossover temperature

\[
T_c=\frac{\omega}{2\pi k_B}.
\]

An inverted parabola has no base, and from this temperature downwards the Boltzmann factor grows towards low energy at least as fast as its transmission falls. The Eckart barrier ends at \(E=0\), so its integral remains finite.

At \(T_c\), \(b=\alpha\). Put \(z=1+t\) and \(\delta=\alpha-\alpha'\simeq\pi^2/(8\alpha)\). The integral of part (f) becomes

\[
\kappa\simeq2\alpha e^{2\delta}\int(1+t)\,e^{-\alpha t^2}\,\frac{dt}{e^{2\alpha t+2\delta}+1}.
\]

The last factor is a step with a width of order \(1/\alpha\) centred at \(t=-\delta/\alpha\), much narrower than the Gaussian. Replacing it by a sharp step gives, with the factor \(2\alpha\), \(\sqrt{\pi\alpha}-2\delta-1\). The difference between the smooth and the sharp step is odd about the centre, so to the order needed it contributes only through the term linear in \(t\):

\[
4\alpha\int_0^\infty\frac{t\,dt}{e^{2\alpha t}+1}=\frac{\pi^2}{12\alpha}.
\]

Multiplying the sum by \(e^{2\delta}\simeq1+2\delta\),

\[
\kappa(T_c)=\sqrt{\pi\alpha}-1+2\delta\sqrt{\pi\alpha}-4\delta+\frac{\pi^2}{12\alpha}+\dots
\]

\[
\kappa(T_c)=\sqrt{\pi\alpha}-1+\frac{\pi^{5/2}}{4\sqrt\alpha}-\frac{5\pi^2}{12\alpha}+O(\alpha^{-3/2}).
\]

### (i) Find \(\kappa\) well below the crossover, and the energy at which most of the flux passes.

**Solution.** Below \(T_c\) the ratio \(r=2\pi/u=\alpha/b=T/T_c\) is less than one. Below the barrier top \(P\simeq e^{2\alpha z-2\alpha'}\). With \(\alpha=br\), completing the square gives

\[
b(1-z^2)+2\alpha z-2\alpha'=b(1-r)^2+2\delta-b(z-r)^2 .
\]

The weighted transmission is a Gaussian in \(z\) centred at \(r\), with standard deviation \(1/\sqrt{2b}\). Its peak lies at the energy

\[
E^*=V_0r^2=V_0\,(T/T_c)^2 .
\]

Integrating \(2bz\) times this Gaussian over all \(z\) gives \(2br\sqrt{\pi/b}\), so

\[
\kappa\simeq2r\sqrt{\pi b}\;\exp\!\left[b(1-r)^2+2\delta\right].
\]

Cooling moves the dominant energy down the barrier. The extension of the integral is justified if the peak lies several standard deviations from both \(z=1\) and \(z=0\). The first condition fails near \(T_c\).

The second fails at very low temperature, when \(\alpha^2/b\) is no longer large. If \(\alpha^2/b\ll1\), the low-energy form \(P\simeq\alpha^2z^2/\cosh^2\alpha'\) applies instead. With \(\int_0^\infty z^3e^{-bz^2}dz=1/(2b^2)\) it gives \(\kappa\simeq\alpha^2e^b/(b\cosh^2\alpha')\).

### (j) Apply the results to the model hydrogen transfer and to its deuterium counterpart.

**Solution.** The deuteron is given the same effective potential, which leaves out any change in the zero-point energy of the other modes. Then \(V_0\) and \(a\) are unchanged and \(\omega\) scales as \(m^{-1/2}\):

\[
\omega_D=0.006\sqrt{\frac{1836.15}{3670.48}}=0.004244\ \text{hartree},
\qquad \alpha_D=29.61 .
\]

At 300 K the proton has \(b=21.05\) and \(u=6.316\). Since \(u\) is inversely proportional to \(T\), \(T_c=300\times6.3155/6.2832=301.5\) K. For the deuteron \(T_c\) is 213 K.

**High temperature.** At 1200 K, \(u=1.579\) and \(b=5.263\). Part (g) gives

\[
1+\frac{1.579^2}{24}\left(1+\frac1{5.263}\right)=1.124,
\]

while the full integral gives 1.130. Without the \(1/b\) term the result is 1.104. The parabolic value is 1.112, and the height correction of part (h) adds 0.018, which brings it to 1.130.

At 400 K, where \(u=4.74>\pi\), the parabolic value 3.39 lies above the full 2.92, as the sign in part (h) predicts. The size of that correction, \(-0.89\), is too large here: it would give 2.50, so at this \(b\) and \(u\) the first order in \(1/b\) is not quantitative. At 600 K, \(u=3.158\) is very close to \(\pi\), and the first height correction is only about \(-0.001\). The full value 1.583 nevertheless exceeds the parabolic 1.579, so terms of higher order decide the sign there.

**Near the crossover.** At 300 K the full factor is 8.13, whereas \(1+u^2/24\) gives 2.66 and the parabolic integral diverges. At \(T_c\) itself, the expansion with \(\alpha=20.94\) gives

\[
8.112-1+0.956-0.196=7.87 ,
\]

which is 0.6 per cent below the full value 7.92.

**Deep tunnelling.** At 150 K, \(b=42.10\) and \(r=20.944/42.103=0.4974\). With \(2\delta=0.118\) the exponent is

\[
42.10\times(0.5026)^2+0.118=10.75 ,
\]

and the prefactor is \(2(0.4974)\sqrt{\pi(42.10)}=11.44\). Together they give \(\kappa=5.3\times10^5\), in agreement with the full integral. The dominant energy is \(0.247\,V_0\), and the peak lies 4.6 standard deviations from either end of the barrier range. At 200 K it is only 2.7 from the top, and the formula gives 534 against 529, an error of 0.9 per cent relative to the full value.

**Isotopes and shape.** The table lists the full Eckart factors. Its last column is the ratio of \(\kappa\) for a Gaussian barrier \(V_0e^{-x^2/a^2}\) to the Eckart value, both for the proton.

| \(T\) (K) | \(\kappa_H\) | \(\kappa_D\) | \(\kappa_H/\kappa_D\) | Gaussian/Eckart |
|---|---|---|---|---|
| 150 | \(5.34\times10^5\) | 711 | 752 | 6.73 |
| 200 | 529 | 14.6 | 36.3 | 2.39 |
| 300 | 8.13 | 2.62 | 3.10 | 1.13 |
| 400 | 2.92 | 1.68 | 1.74 | 1.03 |
| 600 | 1.583 | 1.257 | 1.26 | 0.9996 |
| 1200 | 1.130 | 1.063 | 1.06 | 0.996 |

The ratio \(\kappa_H/\kappa_D\) is only the tunnelling part of a kinetic isotope effect. Zero-point energies of the other modes would change the effective \(V_0\) on substitution, and partition functions would add a further factor.

The Gaussian barrier has the same height and the same curvature at the top. It is nowhere higher than the Eckart barrier: since \(\tanh y\le y\) for \(y\ge0\), integration gives \(\ln\cosh y\le y^2/2\), and therefore \(\mathrm{sech}^2y\ge e^{-y^2}\). At 150 K it lets through almost seven times as much thermal flux. At 600 and 1200 K its factor is slightly the smaller one, so a potential that is nowhere higher does not guarantee a larger \(\kappa\).

For these two barriers, equal height and curvature give tunnelling factors that agree to within 3 per cent at 400 K and above. At 300 K, close to the crossover, they differ by 13 per cent. Well below the crossover most of the flux passes far down the flanks, and the shape of the potential there must be known as well. In a real hydrogen transfer the tunnelling path can also leave the minimum-energy path, an effect that this straight, separable model does not contain. The remaining values are in the numerical output.

## Computed values

```
barrier height V0 = 0.020 hartree = 52.51 kJ/mol
barrier frequency H = 0.006000 hartree = 1316.8 cm^-1
barrier frequency D = 0.004244 hartree = 931.4 cm^-1
masses: H 1836.153, D 3670.483 electron masses
width a = 0.7779 bohr
alpha (no unit): H 20.9440, D 29.6119
crossover temperature: H 301.54 K, D 213.28 K
transmission probability (no unit):
  E/V0 = 0.25: H 9.0239e-10, D 1.4995e-13
  E/V0 = 0.50: H 5.2846e-06, D 3.1830e-08
  E/V0 = 0.75: H 4.0948e-03, D 3.8917e-04
  E/V0 = 1.00: H 5.2946e-01, D 5.2083e-01
  E/V0 = 1.25: H 9.9371e-01, D 9.9915e-01
reduced variables and tunnelling factors (no unit):
  T = 150 K: b = 42.1033, u_H = 12.6310, u_D = 8.9337
    Eckart kappa: H 5.3449e+05, D 710.85, H/D 751.9
    H, 1+u^2/24: 7.6476; with 1/b term: 7.8055
    H, parabolic: integral diverges
    H, Gaussian barrier: 3.5955e+06; ratio to Eckart 6.7269
  T = 200 K: b = 31.5775, u_H = 9.4733, u_D = 6.7003
    Eckart kappa: H 528.83, D 14.554, H/D 36.34
    H, 1+u^2/24: 4.7393; with 1/b term: 4.8577
    H, parabolic: integral diverges
    H, Gaussian barrier: 1265.2; ratio to Eckart 2.3926
  T = 300 K: b = 21.0517, u_H = 6.3155, u_D = 4.4668
    Eckart kappa: H 8.1288, D 2.6185, H/D 3.104
    H, 1+u^2/24: 2.6619; with 1/b term: 2.7408
    H, parabolic: integral diverges
    H, Gaussian barrier: 9.1974; ratio to Eckart 1.1314
  T = 400 K: b = 15.7888, u_H = 4.7366, u_D = 3.3501
    Eckart kappa: H 2.9158, D 1.678, H/D 1.738
    H, 1+u^2/24: 1.9348; with 1/b term: 1.9940
    H, parabolic: 3.3906
    H, Gaussian barrier: 2.9902; ratio to Eckart 1.0255
  T = 600 K: b = 10.5258, u_H = 3.1578, u_D = 2.2334
    Eckart kappa: H 1.5832, D 1.2573, H/D 1.259
    H, 1+u^2/24: 1.4155; with 1/b term: 1.4549
    H, parabolic: 1.5789
    H, Gaussian barrier: 1.5826; ratio to Eckart 0.9996
  T = 1200 K: b = 5.2629, u_H = 1.5789, u_D = 1.1167
    Eckart kappa: H 1.1297, D 1.0634, H/D 1.062
    H, 1+u^2/24: 1.1039; with 1/b term: 1.1236
    H, parabolic: 1.1120
    H, Gaussian barrier: 1.1256; ratio to Eckart 0.9964
deep formula H, 150 K: kappa = 5.3451e+05, r = 0.4974, E*/V0 = 0.2474
deep formula H, 200 K: kappa = 533.74, r = 0.6633, E*/V0 = 0.4399
H at its crossover: kappa = 7.9152, estimate 7.8708
largest relative error, transmission test: 3.6e-08
largest relative error, thermal test: 5.6e-09
```
